# Buried Gaussian implant under a reflecting surface: folded and cut starts

## Result

A dopant occupies the half-line $x\ge 0$, with the surface at $x=0$. It diffuses with constant diffusivity $D$, and nothing crosses the surface. Write

$$G_v(u)=\frac{1}{\sqrt{2\pi v}}\,e^{-u^2/2v},\qquad v(t)=\sigma^2+2Dt ,$$

where $R$ is the projected range, $\sigma$ the straggle and $Q$ the nominal dose (atoms per area). If the starting profile is the Gaussian together with its mirror image, then at every $t\ge0$

$$C(x,t)=Q\left[G_v(x-R)+G_v(x+R)\right],\qquad \int_0^\infty C\,dx=Q. \tag{1}$$

The condition on the start matters. A Gaussian simply cut off at the surface contains no mirrored part at $t=0$. Its image grows in during the anneal, with weights derived in stage 3. The cut profile has dose $Q(1-\varepsilon)$ and lies below (1) by a dose $Q\varepsilon$ at every time, where

$$\varepsilon=\Phi(-R/\sigma),\qquad \Phi(z)=\int_{-\infty}^{z}G_1(u)\,du .$$

I call the two starts "folded" and "cut". The diffusion equation contains no $\hbar$, electron mass or charge, so it has the same form in atomic units as in nm and s.

## Stage 1: a thin sheet below a wall

The equation and boundary condition are

$$\partial_t C=D\,\partial_x^2C,\qquad \partial_xC(0,t)=0, \tag{2}$$

with $C$ and its slope vanishing at great depth. The flux is $-D\,\partial_xC$, so zero slope means zero flux. Integrating (2) over depth gives the dose balance

$$\frac{d}{dt}\int_0^\infty C\,dx=D\left[\partial_xC\right]_0^\infty=0 .$$

Dose is therefore conserved for any starting profile. This follows from the wall, not from the Gaussian shape.

The building block is a Gaussian whose variance grows. Differentiating,

$$G_v'=-\frac{u}{v}G_v,\qquad G_v''=\left(\frac{u^2}{v^2}-\frac1v\right)G_v,\qquad \frac{\partial G_v}{\partial v}=\left(\frac{u^2}{2v^2}-\frac1{2v}\right)G_v=\tfrac12G_v'' .$$

Since $dv/dt=2D$, it follows that $\partial_tG_v=D\,G_v''$, whatever the variance at $t=0$.

Now put a sheet of unit dose at depth $y$. On an infinite line it would spread as $G_\tau(x-y)$ with $\tau=2Dt$. Its slope at $x=0$ is $(y/\tau)G_\tau(y)$, which violates the wall condition. A second sheet at $-y$ adds the slope $-(y/\tau)G_\tau(y)$, and the sum vanishes. The half-line solution is

$$K_\tau(x,y)=G_\tau(x-y)+G_\tau(x+y). \tag{3}$$

The mirrored sheet lies outside the material, so at $t\to0$ it adds nothing at $x>0$. It is a device for meeting the boundary condition.

**Check on dose.** The first term holds $\Phi(y/\sqrt\tau)$ on $x>0$ and the second holds $\Phi(-y/\sqrt\tau)$. They add to 1. The image supplies just the amount that free spreading would have carried past the surface.

**Limit $y\to0$.** Equation (3) becomes $2G_\tau(x)$, a half-Gaussian of unit dose, as expected for a sheet placed on the wall.

**Uniqueness.** Let $w$ be the difference of two solutions of (2) with the same start, square-integrable and decaying at depth. Integration by parts gives

$$\frac{d}{dt}\int_0^\infty w^2dx=2D\int_0^\infty w\,\partial_x^2w\,dx=2D\left[w\,\partial_xw\right]_0^\infty-2D\int_0^\infty(\partial_xw)^2dx\le0 .$$

The bracket vanishes at both ends. The integral starts at zero, cannot be negative and cannot grow, so $w=0$. A solution found by images is therefore the solution in this class.

## Stage 2: the folded Gaussian

Equation (2) is linear, so a start $f(y)$ is a sum of sheets:

$$C(x,t)=\int_0^\infty f(y)\left[G_\tau(x-y)+G_\tau(x+y)\right]dy=\int_{-\infty}^{\infty}f(|y|)\,G_\tau(x-y)\,dy . \tag{4}$$

The second form follows by replacing $y$ with $-y$ in the image term. A reflecting wall is thus equivalent to free diffusion of the even extension of the start.

To evaluate (4) for Gaussians, I need the product $G_{\sigma^2}(y-R)\,G_\tau(x-y)$. Define

$$w^2=\frac{\sigma^2\tau}{v},\qquad m=\frac{R\tau+x\sigma^2}{v},\qquad v=\sigma^2+\tau .$$

(From here on $w$ is this width.) The exponent contains

$$\frac{(y-R)^2}{\sigma^2}+\frac{(y-x)^2}{\tau}=\frac{(y-m)^2}{w^2}+\frac{R^2}{\sigma^2}+\frac{x^2}{\tau}-\frac{m^2}{w^2},$$

because the coefficient of $y^2$ is $1/\sigma^2+1/\tau=1/w^2$, and that of $-2y$ is $R/\sigma^2+x/\tau=m/w^2$. The part without $y$ is

$$\frac{(R^2\tau+x^2\sigma^2)(\sigma^2+\tau)-(R\tau+x\sigma^2)^2}{v\sigma^2\tau}
=\frac{\sigma^2\tau(R^2+x^2-2Rx)}{v\sigma^2\tau}=\frac{(x-R)^2}{v}.$$

The terms $R^2\tau^2$ and $x^2\sigma^4$ have cancelled. The prefactors match because $\sigma\sqrt\tau=w\sqrt v$. Hence

$$G_{\sigma^2}(y-R)\,G_\tau(x-y)=G_v(x-R)\,G_{w^2}(y-m). \tag{5}$$

Integrating over all $y$ leaves $G_v(x-R)$: variances add.

The folded start $Q[G_{\sigma^2}(y-R)+G_{\sigma^2}(y+R)]$ is already even in $y$, so its even extension is the same expression on the whole line. Applying (5) to each term, with $R\to-R$ in the second, gives (1).

**Limit $t\to0$.** Then $v\to\sigma^2$ and the start is recovered, image included.

**Limit of a late time.** Expanding the two squares in (1) gives

$$C=\frac{2Q}{\sqrt{2\pi v}}\,e^{-(x^2+R^2)/2v}\cosh\frac{Rx}{v}. \tag{6}$$

For $v\gg R^2$ and $Rx\ll v$ this tends to $2QG_v(x)$. The profile has lost its memory of the implant depth and looks like a source at the surface.

## Stage 3: the cut Gaussian

Suppose instead that the start is $QG_{\sigma^2}(x-R)$ on $x\ge0$, with nothing folded back. Its dose is $Q\Phi(R/\sigma)=Q(1-\varepsilon)$. In (4) the integral over $y$ now stops at zero, and (5) gives

$$\int_0^\infty G_{w^2}(y-m)\,dy=\Phi(m/w).$$

The image part of the kernel, $G_\tau(x+y)$, is the direct part with $x\to-x$. Therefore

$$C_{\rm cut}=Q\left[G_v(x-R)\,\Phi\!\left(\frac{R\tau+x\sigma^2}{vw}\right)+G_v(x+R)\,\Phi\!\left(\frac{R\tau-x\sigma^2}{vw}\right)\right]. \tag{7}$$

**Limit $t\to0$.** Here $w\approx\sqrt\tau$. For fixed $x>0$ the two arguments tend to $+x/\sqrt\tau$ and $-x/\sqrt\tau$, so the weights tend to 1 and 0. The mirrored Gaussian is absent, as it must be.

**Surface value.** At $x=0$ both arguments equal $R\tau/(vw)=(R/\sigma)\sqrt{\tau/v}$, so

$$\frac{C_{\rm cut}(0,t)}{C(0,t)}=\Phi\!\left(\frac R\sigma\sqrt{\frac{\tau}{v}}\right). \tag{8}$$

The ratio starts at $1/2$ and rises to $\Phi(R/\sigma)=1-\varepsilon$ at late times. Even a small missing dose is a large relative error at the surface early in the anneal.

**The gap.** The folded start minus the cut start is $QG_{\sigma^2}(x+R)$ on $x\ge0$, which is the mirrored tail. It is positive and has dose $Q\varepsilon$. It evolves with the kernel (3), which is positive and conserves dose. So $C-C_{\rm cut}$ is nonnegative and integrates to $Q\varepsilon$ at every time.

One may prefer to compare profiles of equal dose, because a measured retained dose would fix $Q$. Rescale the cut profile to $C_{\rm cut}/(1-\varepsilon)$. By the triangle inequality,

$$\int_0^\infty\left|C-\frac{C_{\rm cut}}{1-\varepsilon}\right|dx\le\int_0^\infty|C-C_{\rm cut}|\,dx+\frac{\varepsilon}{1-\varepsilon}\int_0^\infty C_{\rm cut}\,dx=2Q\varepsilon .$$

This difference cannot grow with time: a positive kernel of unit integral takes $|g|$ to a function at least as large as the absolute value of the evolved $g$, with the same integral as $|g|$.

For a range of many straggles, $\varepsilon$ is negligible and the two starts differ little in dose or in absolute concentration, although the surface ratio (8) still begins at $1/2$. For a shallow implant the choice has to be stated. Neither is a full account of the ions near the surface, where backscattering and sputtering also act.

## Stage 4: depth, spread and the moving maximum

For the folded start, the even extension turns half-line moments into full-line ones:

$$\langle x^2\rangle=\int_{-\infty}^{\infty}x^2G_v(x-R)\,dx=R^2+v .$$

The mean square depth grows at the free rate $2D$, although the wall is present. The mean depth does feel the wall. Writing $x=(x-R)+R$,

$$\int_0^\infty xG_v(x-R)\,dx=\left[-vG_v(x-R)\right]_0^\infty+R\,\Phi(R/\sqrt v)=vG_v(R)+R\,\Phi(R/\sqrt v).$$

The image gives the same with $R\to-R$. Adding, and using $\Phi(z)-\Phi(-z)=\operatorname{erf}(z/\sqrt2)$,

$$\langle x\rangle=R\operatorname{erf}\frac{R}{\sqrt{2v}}+\sqrt{\frac{2v}{\pi}}\,e^{-R^2/2v}. \tag{9}$$

For $v\ll R^2$ this returns $R$. For $v\gg R^2$ it becomes $\sqrt{2v/\pi}$, the mean of a half-Gaussian.

The maximum moves the other way. Setting the derivative of (6) to zero gives

$$-\frac xv\cosh\frac{Rx}{v}+\frac Rv\sinh\frac{Rx}{v}=0\quad\Longrightarrow\quad x=R\tanh\frac{Rx}{v}. \tag{10}$$

The right side is concave for $x>0$ and starts with slope $R^2/v$. A positive root exists if $v<R^2$ and not otherwise. While it exists, the surface is a local minimum and the root is the buried maximum. The maximum reaches the surface when $v=R^2$:

$$t^*=\frac{R^2-\sigma^2}{2D}\qquad(R>\sigma). \tag{11}$$

The surface concentration $2QG_v(R)$ peaks at the same moment, since

$$\frac{d}{dv}\ln G_v(R)=\frac{R^2}{2v^2}-\frac1{2v}$$

changes sign at $v=R^2$. Before $t^*$ the surface fills from below; afterwards it drains into the bulk.

## Stage 5: the opposite wall

A perfectly absorbing surface requires $C(0,t)=0$, so the image enters with a minus sign. For the corresponding odd start, $Q[G_{\sigma^2}(x-R)-G_{\sigma^2}(x+R)]$, the dose at time $t$ is

$$Q\left[\Phi(R/\sqrt v)-\Phi(-R/\sqrt v)\right]=Q\operatorname{erf}\frac{R}{\sqrt{2v}} .$$

It falls as $v$ grows. The plus sign in (1) therefore encodes a physical statement about the surface. If the surface removes dopant only partly, by slow evaporation or into a thin oxide, neither sign is right and the answer lies outside (1).

## Worked example: boron in silicon

Take $R=40$ nm, $\sigma=20$ nm and $Q=10^{13}$ cm$^{-2}$, annealed at 1000 °C for 900 s in silicon with $10^{16}$ cm$^{-3}$ donors. For boron I use the rough values $0.8$ cm$^2$/s and $3.5$ eV:

$$D=0.8\,e^{-3.5/0.10971}\ \text{cm}^2/\text{s}\approx1.12\times10^{-14}\ \text{cm}^2/\text{s}=1.12\ \text{nm}^2/\text{s}.$$

Then $2Dt=2012$ nm$^2$, $v=400+2012=2412$ nm$^2$ and $\sqrt v=49.1$ nm. The width now exceeds the range, so the wall cannot be ignored. The image holds $\Phi(-40/49.1)=20.8\%$ of the dose. Leaving it out would lose that much dopant from the calculation.

The surface concentration is

$$C(0,t)=\frac{2\times10^{13}\ \text{cm}^{-2}}{2.507\times4.911\times10^{-6}\ \text{cm}}\,e^{-1600/4824}=1.17\times10^{18}\ \text{cm}^{-3}.$$

It began at $5.4\times10^{17}$ cm$^{-3}$. From (11), $t^*=1200/(2\times1.118)\approx537$ s, so the anneal ends with the maximum at the surface. At half that time the maximum is still at 35.6 nm. The mean depth has meanwhile grown from near 40 nm to $23.4+28.1=51.5$ nm: the maximum moves outward while the dopant on average moves inward.

The junction is where boron equals the donor background. At that depth the image is negligible, so

$$x_j\approx R+\sqrt{2v\ln\frac{Q}{\sqrt{2\pi v}\,N_D}}=40+\sqrt{4824\times4.40}\approx186\ \text{nm},$$

with $N_D$ the donor density. The full two-term profile gives 185.7 nm, against 105.1 nm before the anneal. These digits belong to the rough diffusivity chosen here. The nearby pair $0.76$ cm$^2$/s and $3.46$ eV gives $D=1.53$ nm$^2$/s, $t^*\approx390$ s and a junction at 204 nm.

For the cut start, $\varepsilon=\Phi(-2)=2.3\%$. Its surface concentration is half the folded value at $t=0$, 84% of it after 60 s and 97% after 900 s, as (8) requires. At equal dose, the integrated absolute difference between the profiles falls from 3.7% to 0.8% of $Q$, inside the bound $2\varepsilon=4.6\%$. In this example the anneal largely erases the difference in shape. If $Q$ is instead held at its nominal value, the missing 2.3% of the dose remains at every time.

Both formulas were tested against a finite-volume solution of (2) on a 0.5 nm grid, at 60 s and 900 s. The largest deviations were $1.6\times10^{-5}$ (folded) and $4.3\times10^{-5}$ (cut) of the profile maximum. With an absorbing surface instead, the dose of the odd start falls from 95% to 58% of $Q$. The numerical output below lists the values.

## Where the real process departs from the model

Each effect is switched on alone, with the other settings held fixed. The reference junction is 185.7 nm.

**Concentration-dependent diffusion.** Boron acceptors raise the hole density $p$ above the intrinsic density $n_i$, here roughly $7\times10^{18}$ cm$^{-3}$. Neutrality, with the donors neglected, reads $p-n_i^2/p=C$. If all boron diffusion is hole-assisted, the diffusivity is $Dp/n_i$. Zero hole current requires a field $(k_BT/e)\,\partial_x\ln p$, which drives negative acceptors towards lower $p$. The flux is

$$J=-D\frac{p}{n_i}\left(\partial_xC+C\,\partial_x\ln p\right)=-D\,\partial_x\!\left(\frac{Cp}{n_i}\right).$$

With $p=(C+S)/2$ and $S=\sqrt{C^2+4n_i^2}$, one has $dp/dC=p/S$. The effective diffusivity is then $D(p/n_i)(1+C/S)$, which is $1.3D$ at the initial maximum. The equation is no longer linear, so the direct and mirrored profiles cannot be evolved separately and added, and (1) no longer holds exactly. The even extension of the start still represents the wall. Solving it numerically moves the junction only to 187.2 nm and lowers the surface concentration by 2%.

**A thin oxide.** Let 2 nm of oxide stay in equilibrium with the surface, at a silicon-to-oxide concentration ratio of 0.3. It holds the boron of $2/0.3=6.7$ nm of silicon at surface concentration. The numerical solution gives an uptake of 6.9% of $Q$ and a surface concentration 11% lower. Exact dose conservation in the silicon is lost. These figures are for fast transport through the oxide. In pure oxide boron is slow: with a rough diffusivity of $3\times10^{-18}$ cm$^2$/s it spreads less than 1 nm in 900 s, so the 2 nm would not fill evenly. With that diffusivity the uptake is about 2% of $Q$ and the surface concentration is about 5% lower.

**Channelling.** Moving 10% of the dose into an exponential tail beyond $R$, with decay length 30 nm, puts the junction at 196 nm.

**Furnace temperature.** An anneal 10 K hotter raises $D$ by 28% and puts the junction at 200 nm.

**Implant damage.** Suppose each ion leaves one excess silicon interstitial at depth $R$, and the surface is a perfect sink. Let $I(x)$ be the interstitial concentration integrated over all time. Integrating their diffusion equation in time gives

$$D_I\,I''=-Q\,\delta(x-R),\qquad I(0)=0,\qquad I'(\infty)=0 .$$

The slope is zero beyond $R$ and jumps by $-Q/D_I$ there, so $I=Q\min(x,R)/D_I$. If boron diffusion scales with the interstitial concentration relative to its equilibrium value $C_I^*$, boron at $x\ge R$ gains

$$\Delta(Dt)=\frac{D\,Q\,R}{D_IC_I^*} .$$

I take $D_IC_I^*$ as the silicon atom density, $5\times10^{22}$ cm$^{-3}$, times a rough interstitial self-diffusivity with prefactor 3000 cm$^2$/s and energy 5 eV. Damage that anneals at 1000 °C adds 18 nm$^2$ to the thermal $Dt=1006$ nm$^2$. If it anneals at 800 °C during a slow ramp, it adds about 240 nm$^2$. This figure is sensitive to the rough inputs: with 4.95 eV in place of 5 eV it falls to about 140 nm$^2$. The ramp also adds ordinary thermal diffusion, which the isothermal reference anneal leaves out. Heating from 800 to 1000 °C at 10 K/min adds about 250 nm$^2$, as much as the damage gain itself. In this estimate the gain varies as $e^{(5-3.5)\,\text{eV}/k_BT}$, so cooler removal of damage costs more boron motion, provided the anneal lasts long enough for the excess interstitials to be released and reach the surface. Applying the gain at all depths, an approximation aimed at the deep edge, gives junctions at 187 and 198 nm.

**Setting beside practice.** The range and straggle are roughly those of boron implanted at about 10 keV. The dose is moderate. Source and drain implants are nearer $10^{15}$ cm$^{-2}$, where (1) would give an initial maximum near $2\times10^{20}$ cm$^{-3}$, far above $n_i$, and constant $D$ would fail badly. An anneal of 900 s is a furnace step, far longer than the rapid anneals used for shallow junctions. For the present numbers, temperature error, damage during a slow ramp and channelling each move the junction by 10 to 15 nm, several times the hole effect. The thermal diffusion of a slow ramp and the uncertainty in $D$ itself are of this size or larger. The reflecting condition is tested most directly by the oxide, which would take up several per cent of the dose if it reached equilibrium throughout, and less if boron crosses it slowly.

## Computed results

```
range R: 40 nm
straggle sigma: 20 nm
nominal dose Q: 1e+13 cm^-2
temperature: 1273.15 K
anneal time: 900 s
donor background: 1e+16 cm^-3
boron prefactor: 0.8 cm^2/s
boron activation energy: 3.5 eV
thermal energy kT: 0.1097 eV
boron diffusivity D: 1.118e-14 cm^2/s
2Dt: 2012 nm^2
final variance v: 2412 nm^2
final width sqrt(v): 49.11 nm
initial maximum, folded: 1.995e+18 cm^-3
surface conc. folded, 0 s: 5.399e+17 cm^-3
surface conc. cut, 0 s: 2.7e+17 cm^-3
surface conc. folded, 60 s: 7.72e+17 cm^-3
surface conc. cut, 60 s: 6.5e+17 cm^-3
surface conc. folded, 900 s: 1.166e+18 cm^-3
surface conc. cut, 900 s: 1.127e+18 cm^-3
missing dose share eps, cut start: 2.275 %
equal-dose difference, 0 s: 3.655 % of Q
equal-dose difference, 900 s: 0.8203 % of Q
image share of dose, 900 s: 20.77 %
mean depth, 900 s: 51.51 nm
rms depth, 900 s: 63.34 nm
peak reaches surface at t*: 536.8 s
peak depth at t*/2: 35.63 nm
junction depth, 0 s: 105.1 nm
junction depth, 900 s: 185.7 nm
dose kept, absorbing surface: 58.46 % of Q
grid deviation, folded: 1.6e-05 of maximum
grid deviation, cut: 4.3e-05 of maximum
intrinsic carriers: 7e+18 cm^-3
initial peak diffusivity factor: 1.315
hole effect: surface conc.: 1.143e+18 cm^-3
hole effect: junction: 187.2 nm
oxide thickness: 2 nm
segregation C_Si/C_oxide: 0.3
oxide uptake: 6.888 % of Q
oxide effect: surface conc.: 1.033e+18 cm^-3
channelled share: 10 %
channelled decay length: 30 nm
channelled tail: junction: 196.3 nm
10 K hotter: D change: 28.23 %
10 K hotter: junction: 200 nm
self-diffusion prefactor: 3000 cm^2/s
self-diffusion energy: 5 eV
silicon atom density: 5e+22 cm^-3
thermal Dt: 1006 nm^2
damage Dt at 1000 C: 18.49 nm^2
damage 1000 C: junction: 186.7 nm
damage Dt at 800 C: 236.3 nm^2
damage 800 C: junction: 197.7 nm
```
